# Shockley's Electron Temperature and the Square-Root Velocity Law, part 2

How fast do electrons drift in a field $E$ when acoustic phonons scatter and cool them? The band is parabolic and isotropic, with mass $m$, wave number $k$, speed $v$ and energy $\varepsilon=\hbar^2k^2/2m$ from the band edge. The charge is $e>0$, $z$ points along the force, $v_d$ is the drift velocity, $\mu=v_d/E$ is the mobility and $\mu_0$ its low-field value. The phonons stay at temperature $T$ and the electrons have temperature $T_e$; $x=T_e/T$, $w=\mu_0E/c$, and $c$ is the sound speed. The crystal has density $\rho$ and volume $V$.

The distribution is split into an isotropic part $f_0$ and a smaller part $f_1$, odd in $v_z$, with $f_1/f_0$ of order $r=eEl/k_BT_e$. Angular brackets average over $f_0$. Equipartition means phonon energies $\hbar\omega\ll k_BT$. The mean free path $l$ does not depend on energy:

$$
\frac1l=\frac{m^2\Xi^2k_BT}{\pi\hbar^4\rho c^2},
$$

where $\Xi$ is the deformation potential. The phonon wave number $q$ has mean square $2k^2$ per collision.

For a Maxwellian $f_0$ at $T_e$, $\mu=el\langle v\rangle/3k_BT_e=\mu_0/\sqrt x$, so $l=3\mu_0\sqrt{2\pi mk_BT}/4e$. The power lost per electron is $P=4mc^2\langle v\rangle(x-1)/l$. Equating it to the Joule heat gives $w^2=(32/3\pi)x(x-1)$, and hence Shockley's law, the "closed law":

$$
\frac{T_e}{T}=\frac12\left[1+\sqrt{1+\frac{3\pi}{8}\left(\frac{\mu_0E}{c}\right)^2}\,\right],
\qquad v_d=\mu_0E\sqrt{\frac T{T_e}}
$$

The local exponent $d\ln v_d/d\ln E$ is $x/(2x-1)$, and at high field $v_d\approx1.357\sqrt{\mu_0cE}$.

Without electron-electron collisions, $f_0$ is instead the Davydov distribution, $f_0\propto(1+u/\beta)^\beta e^{-u}$ with $u=\varepsilon/k_BT$ and $\beta=3\pi w^2/16$, and the high-field coefficient is 1.230.

In the opposite case, electron-electron collisions dominate momentum exchange too. The distribution is then a Maxwellian displaced by $v_d$, to first order $f_0(1+mv_zv_d/k_BT_e)$. These collisions conserve total momentum, so the force is balanced by phonon friction:

$$
eE=\left\langle mv_z\frac vl\,\frac{mv_zv_d}{k_BT_e}\right\rangle
=\frac{m^2v_d}{3k_BT_el}\langle v^3\rangle=\frac{4m\langle v\rangle v_d}{3l},
$$

with $\langle v^3\rangle=2\langle\varepsilon v\rangle/m=4k_BT_e\langle v\rangle/m$. The mobility $3el/4m\langle v\rangle$ is smaller than $el\langle v\rangle/3k_BT_e$ by the factor $9k_BT_e/4m\langle v\rangle^2=9\pi/32$. If $\mu_0$ now denotes the low-field mobility in this same regime, a given $\mu_0$ implies an $l$ larger by $32/9\pi$, and the loss is smaller by $9\pi/32$. The balance becomes $w^2=3x(x-1)$, so

$$
x=\frac12\left[1+\sqrt{1+\tfrac43w^2}\right].
$$

The coefficient $3\pi/8=1.18$ has changed to $1.33$, and the high-field velocity to $3^{1/4}\sqrt{\mu_0cE}=1.32\sqrt{\mu_0cE}$.

Shockley's law was tested by evaluating the loss and the mobility with Bose occupation numbers and the full energy and momentum conservation of each phonon event, then solving the balance numerically. At $mc^2/k_BT=2\times10^{-6}$ and $w=0.3$, 1, 3, 10 and 30, the largest relative error of the closed formulas for $T_e$ and $v_d$ was $2\times10^{-5}$. Between $w=100$ and $200$ the numerical velocity rose with exponent 0.503.

That calculation shares the split into $f_0$ and $f_1$ with the derivation. A Monte Carlo simulation, following electrons through free flights and single phonon events, does not. It was run at $w=6$ with $c/\sqrt{2k_BT/m}=0.05$. Without electron-electron collisions it gave $v_d/c=2.84$, against 2.80 from the Davydov distribution. It was then repeated with speeds redrawn at random from a Maxwellian of the ensemble's own mean energy, directions being kept. This gave 2.98 against Shockley's 3.08, and a mean energy of $5.86\,k_BT$ against 5.69. All these agree within the 5% allowed for sampling noise and finite phonon energy. The simulated gain in velocity from thermalization is 5%, however, where theory gives 10%. The simulation thus confirms the sign of the difference, but not its full size. Part of the deviation comes from the finite rate at which speeds were redrawn, which leaves the distribution short of a Maxwellian: solving the kinetic equation for $f_0$ and $f_1$ at that rate gives a gain of about 7.5%. The cause of the remainder was not determined.

For an example, take electrons in diamond, a wide-gap material for power devices, at 100 K. The inputs are assumed for the example and are only roughly typical, so their last digits carry no weight: $\mu_0=10000$ cm²/Vs, $c=1.75\times10^6$ cm/s, and valley masses of 1.56 and 0.28 free-electron masses along and across the valley axis. The geometric mean that fixes the density of states is $m=(1.56\times0.28^2)^{1/3}=0.496$ free-electron masses. At a field of 300 V/cm

$$
w=\frac{10000\times300}{1.75\times10^6}=1.714,\qquad
x=\frac12\left[1+\sqrt{1+1.178\times2.939}\right]=1.556 .
$$

The electron temperature is 156 K. The drift velocity is

$$
v_d=\frac{3.00\times10^6}{\sqrt{1.556}}=2.40\times10^6\ \text{cm/s},
$$

or 24 km/s, 20% below the ohmic value. The local exponent is $1.556/2.112=0.74$, so this field lies in the crossover. The mean free path implied by $\mu_0$ is 293 nm. Each electron receives $7.2\times10^8$ eV/s from the field.

The following table continues the closed law to other fields with $T$ and $\mu_0$ held fixed. Its last column divides the power that an electron at the listed $T_e$ would lose to intervalley phonons by the Joule heat.

| $E$ (V/cm) | $T_e$ (K) | exponent | intervalley/Joule |
|---|---|---|---|
| 100 | 109 | 0.92 | 0.003 |
| 300 | 156 | 0.74 | 0.05 |
| 500 | 213 | 0.65 | 0.33 |
| 1000 | 364 | 0.58 | 2.7 |

The intervalley loss comes from phonons that carry an electron to a valley on another axis. One branch of energy $\hbar\omega_0=0.14$ eV is taken, with a coupling $K=8\times10^8$ eV/cm, both rough. Its squared matrix element is $\hbar K^2/2\rho V\omega_0$ times the occupation factor, and four final valleys are available, each with density of states $m^{3/2}\sqrt{2\varepsilon'}/2\pi^2\hbar^3$ at final energy $\varepsilon'$. The golden rule gives the emission rate

$$
\frac{4K^2m^{3/2}}{\sqrt2\,\pi\rho\hbar^3\omega_0}\,(N_0+1)\sqrt{\varepsilon-\hbar\omega_0},
$$

where $N_0$ is the Bose number at $T$. Absorption has $N_0$ and $\sqrt{\varepsilon+\hbar\omega_0}$ instead. The net loss is $\hbar\omega_0$ times the difference of the two rates, averaged over the Maxwellian. Emission requires $\varepsilon>\hbar\omega_0$, so it carries the factor $e^{-\hbar\omega_0/k_BT_e}$ and grows steeply with $T_e$. A ratio above 1 in the table means that the closed law cannot describe a steady state there. For these parameters and a Maxwellian tail, the pure square-root regime is therefore cut off before it is reached: at 500 V/cm, where the exponent is still 0.65, the other channel would already add a loss equal to a third of the Joule heat. Without collisions between electrons the tail near 0.14 eV is much thinner. The kinetic equation then gives this channel less than 1% of the Joule heat at 500 V/cm and about a tenth at 1000 V/cm, so the cutoff moves to higher fields.

At 300 V/cm the remaining approximations can be sized. Here $mc^2/k_BT=0.10$, and the root-mean-square phonon energy at $\tfrac32k_BT_e$ is $\sqrt{6\times0.10\times1.556}=0.97$ times $k_BT$, so equipartition is not well satisfied. Solving the balance with full phonon energies and Bose numbers, at the same measured $\mu_0$, nevertheless changes $T_e$ by less than 1 K, to 154.7 K, and $v_d$ by 1.5%, to $2.37\times10^6$ cm/s. Adding the intervalley energy loss gives 153.1 K and $2.38\times10^6$ cm/s. The velocity rises slightly because cooler electrons are scattered less often by acoustic phonons. The momentum lost in intervalley events is left out, but it is negligible here, since very few electrons reach 0.14 eV.

The anisotropy of the distribution is a weaker point. The energy gained over one mean free path is $300\ \text{V/cm}\times293\ \text{nm}$, or 8.8 meV, while $k_BT_e$ is 13.4 meV. Their ratio $r=0.66$ is not small. For electrons without mutual collisions, a Monte Carlo simulation that keeps all angular harmonics and the full phonon energies gives about $2.13\times10^6$ cm/s at the same $\mu_0$, 4 to 5% below the Davydov value quoted further on. An error of several percent should therefore be expected in $v_d$ as well.

The valleys are ellipsoids, not spheres. On an energy ellipsoid each term $\hbar^2k_i^2/2m_i$ averages to $\varepsilon/3$, so $\langle q^2\rangle$, and with it the loss, contains the arithmetic mean mass $m_a$ in place of $m$. The mobility of a valley along the field is $\mu_i=\mu_sm/m_i$, where $\mu_s=4el/3\sqrt{2\pi mk_BT}$. Repeating the balance gives

$$
x_i(x_i-1)=\frac{3\pi}{32}\,\frac{\mu_i\mu_s}{c^2}\,\frac{m}{m_a}\,E^2 .
$$

For a field along a cube axis, four valleys present the light mass and reach 145 K, with a velocity of $3.4\times10^6$ cm/s. The two with the heavy mass reach 111 K and $0.70\times10^6$ cm/s. If all six stay equally filled, the mean is $2.52\times10^6$ cm/s, 5% above the spherical model. Equal filling is not the steady state, however, because electrons leave the hotter valleys faster. How far the transfer goes depends on the few electrons near the intervalley phonon energy of 0.14 eV, which is more than ten times $k_BT_e$. If each group of valleys keeps a Maxwellian at its own temperature up to that energy, the rough intervalley rates above collect about 93% of the electrons in the two cooler valleys within some tens of nanoseconds, and the mean velocity falls to about $0.9\times10^6$ cm/s. Without collisions between electrons the high-energy tail is much thinner. The kinetic equation for $f_0$ and $f_1$, with intervalley events included, then puts only about 50 to 70% in the cooler valleys, over a few hundred nanoseconds, and the mean velocity is roughly 1.5 to $1.9\times10^6$ cm/s. In both cases there is a range where the velocity decreases with field, which the spherical model cannot show: between about 155 and 260 V/cm with the Maxwellian tails, and from about 300 V/cm to at least 500 V/cm without mutual collisions. Collisions between electrons weaken this transfer if they bring the valleys to a common temperature. For a field along a body diagonal of the cube all six valleys are equivalent and the transfer is absent; the balance then gives 135 K and $2.58\times10^6$ cm/s.

The choice of distribution changes the velocity by several percent. At the same $\mu_0$, the gas without mutual collisions drifts at $2.23\times10^6$ cm/s and the displaced Maxwellian at $2.37\times10^6$ cm/s, 7% and 2% below Shockley's value. Which case applies depends on density. Take $10^{15}$ cm⁻³, which is $10^{-4}$ of the effective density of band states, so degeneracy is negligible. A rough electron-electron rate is $ne^4\ln\Lambda/4\pi\epsilon^2m^2v^3$ at the thermal speed, where $n$ is the density, $\epsilon$ the permittivity and $\ln\Lambda$ the Coulomb logarithm. It comes to $1.4\times10^{11}$ s⁻¹. The energy-loss rate, Joule heat over $\tfrac32k_B(T_e-T)$, is $1.0\times10^{11}$ s⁻¹, and the momentum rate $e/m\mu$ is $4.4\times10^{11}$ s⁻¹. The order is the one Shockley's law needs, but the first two rates are too close for a full Maxwellian to form. If speeds are redistributed at the estimated electron-electron rate, the kinetic equation gives between 2.25 and $2.30\times10^6$ cm/s, nearer the value without mutual collisions than Shockley's. That range keeps equipartition and the split into $f_0$ and $f_1$; with full phonon energies and all angular harmonics, at the same phonon coupling, the velocity is lower, about $2.15\times10^6$ cm/s. The Coulomb logarithm of 2.3 is also too small for that rate to be more than an order-of-magnitude estimate. At much lower density the Davydov result is the better choice.

Compared with a working power device, this example is cold and its field is weak. The field is about $3\times10^{-5}$ of a rough 10 MV/cm breakdown field. The deformation potential implied by $\mu_0$, 14 eV, is an effective value that assigns all the scattering to one isotropic branch and treats the valleys as spheres; with the ellipsoidal masses the same $\mu_0$ would imply about 16 eV. The assumption that acoustic phonons alone carry off the heat also fails at device temperatures. At 300 K the acoustic mobility, which varies as $T^{-3/2}$ because $l\propto1/T$, would be 1925 cm²/Vs, and the same $w$ would need 1559 V/cm. The intervalley loss at Shockley's temperature would then be 9 times the Joule heat. The actual electrons would be cooler than the formula says, and their energy balance would be set mainly by the high-energy phonons that it omits. Shockley's law can guide an estimate for diamond near 100 K at fields of a few hundred V/cm only where the valleys stay equally filled, as for a field along a body diagonal. Even then it is probably somewhat high: for spherical valleys and no mutual collisions, simulations with all angular harmonics and full phonon energies give velocities about 11% below the law at 300 V/cm and 16% below it at 500 V/cm. Stronger cooling does not help: at 50 K and below, equipartition and near-isotropy both fail at such fields, and the law overestimates the velocity. For a field along a cube axis, valley transfer can bring the velocity well below the law, by an amount that depends on the high-energy tail of the distribution. Nor should the law be extrapolated to the drift region of a device under high voltage. Most of the computed values are collected in the numerical output below.

## Table of computed values

```
TESTS
largest relative error of closed law: 2.0e-05
numerical high-field exponent, w=100..200: 0.5032
high-field coefficient, Maxwellian: 1.3574
high-field coefficient, no e-e collisions: 1.2304
Monte Carlo at w = 6, sound/thermal speed a = 0.05
v/c no e-e: simulated 2.838, theory 2.804
energy/kT no e-e: simulated 5.744, theory 5.712
v/c thermalized: simulated 2.983, theory 3.080
energy/kT thermalized: simulated 5.864, theory 5.692
EXAMPLE: diamond electrons, rough inputs
lattice temperature: 100 K
low-field mobility: 10000 cm2/Vs
field: 300 V/cm
sound speed: 1.75e+06 cm/s
valley masses l, t: 1.56, 0.28 m_e
density-of-states mass: 0.496 m_e
w = mu0 E/c: 1.7143
Te/T: 1.5562
electron temperature: 155.6 K
drift velocity: 2.405e+06 cm/s
ohmic velocity mu0 E: 3e+06 cm/s
Joule heat per electron: 7.21e+08 eV/s
mean free path: 293 nm
implied deformation potential: 14.0 eV
FIELD TABLE: E V/cm, w, Te K, v cm/s, exponent, v/sqrt-law, IV/Joule
30, 0.171, 100.9, 2.99e+05, 0.992, 0.304, 1.6e-03
100, 0.571, 108.8, 9.59e+05, 0.925, 0.534, 2.8e-03
300, 1.714, 155.6, 2.4e+06, 0.737, 0.773, 4.6e-02
500, 2.857, 212.9, 3.43e+06, 0.653, 0.853, 3.3e-01
1000, 5.714, 364.1, 5.24e+06, 0.580, 0.923, 2.7e+00
NEGLECTED EFFECTS at the example field
m c^2/kT: 0.100
full phonon energies: Te 154.7 K, v 2.369e+06 cm/s
quadrature doubling shifts Te by 8.0e-13 K
intervalley phonon 0.14 eV, coupling 8e+08 eV/cm
both included: Te 153.1 K, v 2.383e+06 cm/s
at 300 K: mobility 1925 cm2/Vs, same-w field 1559 V/cm
at 300 K, same w: intervalley loss/Joule 9.03
transverse valley: Te 144.9 K, v 3.43e+06 cm/s
longitudinal valley: Te 110.5 K, v 7.05e+05 cm/s
mean over equally filled valleys: 2.522e+06 cm/s
no e-e collisions: v 2.229e+06 cm/s, 2<E>/3k 159.2 K
displaced Maxwellian: Te 160.9 K, v 2.365e+06 cm/s
electron density: 1e+15 cm-3, over band states 9.9e-05
rough e-e rate: 1.4e+11 1/s (Coulomb log 2.3)
energy-loss rate: 1.0e+11 1/s
momentum rate: 4.4e+11 1/s
field over rough 10 MV/cm breakdown: 3e-05
```
